# Unit flux does not prove a converged phonon basis

Suppose an inelastic transmission is computed with two phonon states. The reflected and transmitted fluxes add up to one to thirteen decimals, and the basis is therefore declared large enough. In the example below this accepts a transmission 45 times too small. With three states the same criterion accepts a resonance at an energy where there is none, with a transmission 51 times too large. The flux sum is correct in both cases, but it answers a different question from the one being asked.

## The model

An electron crosses a barrier through one localized level, which is coupled to one phonon mode. While the electron is on the level, the Hamiltonian is

$$H=g\omega+\omega b^\dagger b+\lambda(b+b^\dagger),\qquad \lambda=\omega\sqrt g .$$

Here $\omega$ is the phonon energy and $g$ the Huang–Rhys factor. The phonon zero-point energy is dropped. The bare level is placed at $g\omega$, which will put the true zero-phonon resonance at $E=0$.

The source and drain give the level energy widths $\Gamma_L$ and $\Gamma_R$, with $\Gamma=\Gamma_L+\Gamma_R$. For now they do not depend on energy (the wide-band limit), so every phonon channel is open. The electron arrives from the source with energy $E$ and finds no phonon. With

$$G=(E+i\Gamma/2-H)^{-1},$$

the probabilities of leaving $n$ phonons behind are

$$T_n=\Gamma_L\Gamma_R|G_{n0}|^2,\qquad R_n=|\delta_{n0}-i\Gamma_LG_{n0}|^2 \qquad(1)$$

for transmission and reflection. Equation (1) is derived in the general part. Below, $T=\sum_nT_n$ and $R=\sum_nR_n$.

The parameters are $\omega=30$ meV, $g=2$, $\Gamma_L=0.1$ meV and $\Gamma_R=3.9$ meV. Hence $\Gamma=4$ meV, $\lambda=42.43$ meV, $\lambda^2=1800$ meV², and the bare level lies at 60 meV.

## The counterexample: two phonon states

Keep only $n=0$ and $n=1$. At $E=0$, in meV,

$$G^{-1}=\begin{pmatrix}-60+2i&-\lambda\\-\lambda&-90+2i\end{pmatrix}.$$

Its determinant is

$$D=(-60+2i)(-90+2i)-1800=3596-300i,$$

so $|D|^2=3596^2+300^2=13\,021\,216$. Inverting the matrix gives

$$G_{00}=\frac{-90+2i}{D},\qquad G_{10}=\frac{\lambda}{D}.$$

Define $s=|G_{00}|^2+|G_{10}|^2$. Since $|-90+2i|^2=8104$,

$$s=\frac{8104+1800}{|D|^2}=\frac{9904}{13\,021\,216}=7.606\times10^{-4}\ \text{meV}^{-2}.$$

The transmission is $T=0.39\,s=0.000297$.

For the reflection, expand the elastic term:

$$|1-i\Gamma_LG_{00}|^2=1+2\Gamma_L\,\mathrm{Im}\,G_{00}+\Gamma_L^2|G_{00}|^2 .$$

Multiplying numerator and denominator of $G_{00}$ by $D^*=3596+300i$ gives

$$\mathrm{Im}\,G_{00}=\frac{-90\cdot300+2\cdot3596}{|D|^2}=-\frac{19\,808}{|D|^2}=-2s .$$

Adding the inelastic reflection $\Gamma_L^2|G_{10}|^2$,

$$R=1-0.4\,s+0.01\,s=1-0.39\,s .$$

Thus $T+R=1$ with no remainder, whatever the value of $s$. The cancellation does not ask whether $s$ is right.

## The complete phonon space

With $B=b+\sqrt g$, which obeys $[B,B^\dagger]=1$, multiplying out gives

$$\omega B^\dagger B=\omega b^\dagger b+\omega\sqrt g\,(b+b^\dagger)+g\omega=H .$$

The eigenvalues are therefore $m\omega$, with $m=0,1,2,\ldots$, and the eigenstates $|\tilde m\rangle$ are those of a displaced oscillator.

The initial phonon state satisfies $b|0\rangle=0$, hence $B|0\rangle=\sqrt g\,|0\rangle$. Projecting on $\langle\tilde m|$ gives

$$\sqrt{m+1}\,\langle\widetilde{m+1}|0\rangle=\sqrt g\,\langle\tilde m|0\rangle .$$

Iteration and normalization yield $P_m=|\langle\tilde m|0\rangle|^2=e^{-g}g^m/m!$. By completeness, $\sum_n|G_{n0}|^2=\langle0|G^\dagger G|0\rangle$, so

$$T(E)=\Gamma_L\Gamma_R\sum_{m=0}^{\infty}\frac{P_m}{(E-m\omega)^2+\Gamma^2/4}. \qquad(2)$$

At $E=0$ the first term is $0.39\times0.1353/4=0.01320$. The others raise the sum to $0.01335$. The two-state result is only 2.2% of this.

The truncated transmission has the form of (2), with the eigenvalues $E_j$ of the truncated matrix in place of $m\omega$ and the weights $|\langle j|0\rangle|^2$ in place of $P_m$. For two states,

$$E_j=75\pm\sqrt{15^2+1800}=75\pm45,$$

that is, 30 and 120 meV. The lowest resonance should be at zero. Two phonon states cannot describe the displaced oscillator, so they miss half of the 60 meV relaxation energy.

The direction of this error is general. The lowest eigenvalue is the minimum of $\langle H\rangle$ over the states kept. It cannot lie below the true minimum, and it cannot rise when states are added. For $N=1,2,3,4,6,8$ it is 60, 30, 15.3, 7.5, 1.35 and 0.14 meV.

At fixed $E=0$, the flux and the transmission behave as follows:

| $N$ | flux | $T_N$ | $T_N/T$ |
|---|---|---|---|
| 1 | 1.000000 | 0.000108 | 0.008 |
| 3 | 1.000000 | 0.000693 | 0.052 |
| 5 | 1.000000 | 0.005033 | 0.377 |
| 8 | 1.000000 | 0.013572 | 1.016 |
| 12 | 1.000000 | 0.013354 | 1.000 |

Here $T_N$ is the total transmission with $N$ phonon states. The flux column cannot tell the first row from the last.

The error can have either sign. At the false $N=3$ resonance, $E=15.3$ meV, the truncated transmission is 0.0395 and the true one 0.00077.

Nor does the result depend on the small source width. With $\Gamma_L=\Gamma_R=2$ meV, which leaves $\Gamma$ and hence $G$ unchanged, the true transmission at $E=0$ is 0.137, and three states give 0.0071. Both calculations conserve flux.

In the opposite limit, $g=0$, a single phonon state is sufficient for an electron that finds no phonon. The flux is one there too. Unit flux is compatible with a perfect basis and with a useless one.

## The general statement

Let the electron interact with phonons in a finite region only. Let $P$ project on any finite-dimensional phonon subspace, and replace the total Hamiltonian by its projection. The channels of the truncated problem are lead states multiplied by eigenstates of the projected phonon Hamiltonian, with energies $w_n$. Assume that

- the projected Hamiltonian is Hermitian;
- the leads are treated exactly, at a real energy away from channel thresholds;
- the scattering equation has a unique solution;
- all open channels of the truncated problem are counted.

Then the scattering matrix between open channels is exactly unitary.

Nothing is assumed about how well the subspace represents the phonons. If it is not spanned by true phonon eigenstates, even the thresholds $w_n$ can be wrong, and flux is still conserved.

## Proof

The interacting region is written as one level. For several sites, $H$ and $G$ also carry a site index, and the matrix $K$ below connects each lead to the site it touches. The unitarity step is then unchanged.

**Leads.** Take each lead $\alpha$ as a chain with sites $j=1,2,\ldots$ counted outward, hopping $-t$, and hopping $-v_\alpha$ between site 1 and the level. In channel $n$ the electron has energy $e_n=E-w_n=-t(z_n+1/z_n)$. An open channel has $z_n=e^{ik_n}$ with $0<k_n<\pi$, an outgoing wave. A closed channel has real $z_n$ with $|z_n|<1$, a decaying wave.

Let $\varphi_n$ be the amplitude on the level. For a purely outgoing or decaying wave, $\psi_2=z_n\psi_1$, and the equation at site 1 is

$$e_n\psi_1=-v_\alpha\varphi_n-tz_n\psi_1 .$$

Because $e_n+tz_n=-t/z_n$, it follows that $\psi_1=(v_\alpha z_n/t)\varphi_n$. The lead acts back on the level through the term $-v_\alpha\psi_1=\Sigma_{\alpha n}\varphi_n$, where

$$\Sigma_{\alpha n}=-\frac{v_\alpha^2z_n}{t},\qquad \Gamma_{\alpha n}\equiv-2\,\mathrm{Im}\,\Sigma_{\alpha n}=\frac{2v_\alpha^2\sin k_n}{t}\ \text{(open)},\quad 0\ \text{(closed)}.$$

A closed channel shifts energies but carries no flux away. The wide-band limit is $t\to\infty$ at fixed $v_\alpha^2/t$. Then $z_n\to i$, and $\Sigma_{\alpha n}\to-i\Gamma_\alpha/2$ with $\Gamma_\alpha=2v_\alpha^2/t$.

**Scattering matrix.** Let a wave $e^{-ik_mj}$ arrive in lead $\alpha$, channel $m$. Write the lead wave as the standing wave $e^{-ik_mj}-e^{ik_mj}$ plus outgoing waves. The standing wave vanishes at $j=0$, so by itself it solves the equations of the detached lead. The outgoing part is then $(v_\beta/t)z_n^{\,j}\varphi_n$ in each lead $\beta$, as found above.

The standing wave drives the level with amplitude $-v_\alpha(e^{-ik_m}-e^{ik_m})=2iv_\alpha\sin k_m$. Hence, with $H$ now the projected level Hamiltonian,

$$\varphi_n=2iv_\alpha\sin k_m\,G_{nm},\qquad G=(E-H-\Sigma)^{-1},\quad \Sigma=\sum_\alpha\Sigma_\alpha .$$

The outgoing amplitude is $-\delta_{\beta\alpha}\delta_{nm}+(v_\beta/t)\varphi_n$. Flux is proportional to $\sin k$ times the squared amplitude, so this is multiplied by $\sqrt{\sin k_n/\sin k_m}$. After an overall sign, which is a choice of phase,

$$S_{\beta n,\alpha m}=\delta_{\beta\alpha}\delta_{nm}-i\sqrt{\Gamma_{\beta n}}\,G_{nm}\sqrt{\Gamma_{\alpha m}} .$$

With constant widths and $m=0$, its squared moduli are equation (1).

**Unitarity.** Let $K$ be the rectangular matrix that connects open lead channels to the level, with elements $K_{n',\beta n}=\delta_{n'n}\sqrt{\Gamma_{\beta n}}$. Then $S=1-iK^\dagger GK$. The product $KK^\dagger=\hat\Gamma$ is diagonal and contains the widths summed over leads. Multiplying out,

$$S^\dagger S=1-K^\dagger\left[i(G-G^\dagger)-G^\dagger\hat\Gamma G\right]K .$$

To evaluate the bracket, subtract the two inverses. Since $\Sigma-\Sigma^\dagger=-i\hat\Gamma$,

$$(G^\dagger)^{-1}-G^{-1}=(H-H^\dagger)-i\hat\Gamma .$$

Multiply by $G^\dagger$ from the left and $G$ from the right. The left side becomes $G-G^\dagger$, so

$$i(G-G^\dagger)=G^\dagger\left[i(H-H^\dagger)+\hat\Gamma\right]G .$$

The terms with $\hat\Gamma$ cancel, which leaves

$$S^\dagger S=1-K^\dagger G^\dagger\,i(H-H^\dagger)\,GK. \qquad(3)$$

For Hermitian $H$ this is $S^\dagger S=1$. Its diagonal elements state that the outgoing probabilities add up to one for each incoming channel. Completeness of the phonon basis was not used.

The theorem was tested on 20 random five-dimensional subspaces of the lowest twelve oscillator states, with leads of half-bandwidth 80 meV. Together they had 69 open and 31 closed channels. The wave equation was solved directly on lead sites, without $G$. The flux differed from one by at most $2.2\times10^{-15}$, the size of rounding errors.

The physical content is simple. A Hermitian truncation defines another legitimate scattering problem. With $N=2$ the oscillator has been replaced by a two-level system, which can hold at most one quantum. An electron that should have left three phonons behind is not lost; its probability is redistributed among the channels that remain. Flux conservation is a property of this substitute system, and it cannot report how far the substitute is from the original.

## What the flux sum does test

Equation (3) also shows what a flux error means. Suppose phonon emission is kept but absorption is deleted, so that $H$ has elements below the diagonal and none above it. Take $N=3$ and $E=60$ meV. Then $G_{00}=1/(2i)$, and each later amplitude follows from the previous one:

$$|G_{10}|^2=\frac{1800}{30^2+2^2}\,\frac14=0.498,\qquad |G_{20}|^2=\frac{3600}{60^2+2^2}\,0.498=0.497 .$$

The transmission is $0.39(0.250+0.498+0.497)=0.486$. The reflection is $(1-0.05)^2+0.01(0.498+0.497)=0.912$. Their sum is 1.398, and the fault is exposed.

A flux error can also come from an omitted open channel, a wrong velocity factor or, with some solvers, an inaccurate linear solution. The flux sum is worth computing for these reasons. It does not test every solver: a Galerkin solution, which solves the equations projected on a subspace, is itself a Hermitian truncation and conserves flux even when its residual is large.

Another sum rule shares its blindness. Each Lorentzian $1/[(E-E_j)^2+\Gamma^2/4]$ has area $2\pi/\Gamma$, and the weights $|\langle j|0\rangle|^2$ add up to one in any basis that contains $|0\rangle$. In the wide-band limit, therefore,

$$\int_{-\infty}^{\infty}T_N(E)\,dE=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}=0.6126\ \text{meV}$$

for every $N$. Numerical integration gives this value for $N=1$, 3 and 8. Truncation moves transmission along the energy axis without changing its total.

## A quantity that sees the truncation

The missing information lies in the coupling from the last state kept, $N-1$, to the first one dropped, $N$. Its matrix element is $\lambda\sqrt N$. Return to the wide-band limit. Let $x=G|0\rangle$ be the complete solution and $x_N=G^{(N)}|0\rangle$ the truncated one, with zeros for the dropped states. Inserted into the complete equation, $x_N$ satisfies every row except row $N$:

$$(E+i\Gamma/2-H)x_N=|0\rangle-|N\rangle\,\lambda\sqrt N\,G^{(N)}_{N-1,0} .$$

Applying $G$ and rearranging,

$$x-x_N=G|N\rangle\,\lambda\sqrt N\,G^{(N)}_{N-1,0} .$$

The eigenvalues of the Hermitian $H$ are real, so each is at least $\Gamma/2$ away from $E+i\Gamma/2$, and $\|G\|\le2/\Gamma$. Since $\sqrt T=\sqrt{\Gamma_L\Gamma_R}\,\|x\|$, the triangle inequality gives

$$\left|\sqrt T-\sqrt{T_N}\right|\le\sqrt{\Gamma_L\Gamma_R}\,\frac2\Gamma\,\lambda\sqrt N\,\left|G^{(N)}_{N-1,0}\right| . \qquad(4)$$

The right side needs the truncated solution alone. At $N=3$ it is 0.27, against $\sqrt{T_3}=0.026$, so the result is not certified. At $N=16$ it is $4.9\times10^{-4}$, against $\sqrt{T_{16}}=0.1156$, which guarantees $T$ to about 0.9%.

The bound is pessimistic: at $N=8$ it is 0.28, while the actual error of $\sqrt T$ is 0.0009. It is also not monotonic, since it rises from 0.22 at $N=1$ to 0.59 at $N=6$ before it falls. Of this overall factor of about 2.65, the explicit $\sqrt N$ in (4) supplies 2.45.

With finite-band leads the step $\|G\|\le2/\Gamma$ fails: open channels away from the band centre have widths below $\Gamma$, reduced by the factor $\sin k_n$, and closed channels have no width at all.

The other remedy is to increase $N$ and watch the transmission itself. One small absolute change is not enough. From $N=1$ to $N=2$, $T_N$ changes by 0.00019, while the remaining error is 0.0131. Several successive relative changes, over the whole energy range of interest, are better evidence, though they are not a bound.

## Relation to a real tunnel barrier

The parameters are meant for a defect level in a WSe2 barrier of about four layers (2.6 nm) between metal electrodes, at 4 K and 0.3 V. Optical phonons near 30 meV are roughly typical of WSe2; $g$ and the widths are assumed round values. Several omissions are small at $E=0$. Leads of half-bandwidth 1 eV with both band centres at $E=0$ change $T$ by −0.9%, electron smearing at 4 K lowers it by 7%, and inelastic return into source states that may be filled amounts to 2% of $T$. Band centres away from $E=0$ also shift the level: with both 0.5 eV lower, $T$ at $E=0$ falls by 23%, mostly because the line moves. For direct tunnelling through a barrier with an assumed mean height of 0.5 eV, the exponential decay factor alone, without its prefactor, is $1.6\times10^{-6}$ per mode for an out-of-plane mass of 0.5 electron masses, and smaller for a heavier one. In a wide junction the contributions of many modes add up. The field, 1.15 MV/cm, is not small, and its margin to breakdown must be checked for the actual device. Other omissions matter more. If the charged level softens the mode by 5% at fixed $\lambda$ and fixed bare level, the softer mode relaxes further: the line moves by −7.2 meV, more than its width, and its weight falls from 0.135 to 0.091. If instead the displacement and the depth of the charged minimum are held fixed, the line moves by only −0.75 meV and its weight rises to 0.142. The effect of softening thus depends on what is held fixed. After two phonons are emitted, the drain width falls to 0.64–0.76 of its value if the barrier is taken as flat, and to about 0.59–0.71 if the 0.3 V drop tilts it uniformly at the same mean height. The ranges span masses of 1.0 and 0.5 electron masses, with the position of the level fixed by the ratio $\Gamma_R/\Gamma_L$. For the heavier mass the assumed widths would need a prefactor of about 8 eV in front of the decay factor, against about 0.5 eV for the lighter one, so the upper ends are the more consistent. If electrons follow one another every 6.6 ps and a phonon lives 2 ps, both assumed, 4% of the phonons survive an interval of exactly that length. Averaged over random, exponentially distributed intervals with the same mean, 23% survive, so the next electron does not always find an empty mode. At 300 K, $kT$ is about 26 meV and the narrow line is washed out. Coulomb repulsion and further phonon modes are absent. The value 0.0134 is thus a converged result of this model and not a prediction for a device. The numerical output lists most of these estimates.

## Table of computed values

```
phonon energy 30.0 meV; Huang-Rhys factor 2.0
coupling lam 42.426 meV; bare level 60.0 meV
widths: source 0.1, drain 3.9, sum 4.0 meV
random subspaces: open 69, closed 31 channels
  largest |flux-1| 2.2e-15
  largest wave/Green mismatch in T_n 6.7e-16
complete-space T at E=0: 0.013353
At E=0: N, flux, T_N, T_N/T, error of sqrt(T), its bound
  1 1.0000000000000 0.000108 0.0081 1.1e-01 2.2e-01
  2 1.0000000000000 0.000297 0.0222 9.8e-02 2.2e-01
  3 1.0000000000000 0.000693 0.0519 8.9e-02 2.7e-01
  4 1.0000000000000 0.001780 0.1333 7.3e-02 3.7e-01
  5 1.0000000000000 0.005033 0.3769 4.5e-02 5.2e-01
  6 1.0000000000000 0.010835 0.8114 1.1e-02 5.9e-01
  8 1.0000000000000 0.013572 1.0164 9.4e-04 2.8e-01
 10 1.0000000000000 0.013373 1.0015 8.4e-05 8.2e-02
 12 1.0000000000000 0.013354 1.0001 3.6e-06 1.8e-02
 16 1.0000000000000 0.013353 1.0000 2.1e-09 4.9e-04
 20 1.0000000000000 0.013353 1.0000 4.0e-13 7.4e-06
lowest resonance, N=1,2,3,4,6,8 (meV): 60.000 30.000 15.321 7.484 1.351 0.144
false N=3 resonance at 15.321 meV:
  T_3 0.039469, true T 0.000772, ratio 51.1
  flux there 1.0000000000000
symmetric junction, E=0: T 0.13696, T_3 0.00711
area of T, N=1,3,8 (meV): 0.612611 0.612611 0.612611; formula 0.612611
emission-only N=3, E=60 meV: flux 1.3980
lead half-band 1000 meV: T(0) 0.013236, change -0.88 %
4 K: kT 0.345 meV, smeared T 0.012376
4 K phonons: mean number 1.59e-38, T(0) 0.013353
300 K phonons: mean number 4.56e-01, T(0) 0.013000
inelastic return to source / T: 0.0219
bias 0.3 V: transmitted share below drain Fermi level 8.2e-06
shortest mean electron interval 6.58 ps
  phonons left after it, assumed life 2 ps: 0.037
barrier 0.5 eV, mass 0.5 m_e: direct T per mode 1.6e-06
  drain width after 2 phonons / before: 0.755
barrier 0.5 eV, mass 1.0 m_e: direct T per mode 6.6e-09
  drain width after 2 phonons / before: 0.643
mode softened to 0.95 omega: line moves -7.23 meV
  line weight 0.0914, unsoftened 0.1353
field 1.15 MV/cm over 2.6 nm
```
